# Oxygen-Pressure Exponents for Hydrogen Donors in Oxide Semiconductors, part 1

(Sections cited here and not found follow in the second part.)

## 1. Mass action for two hydrogen donors

To calculate the electron density of an oxide semiconductor after a humid anneal, one has to decide where hydrogen sits and which gas pressure is held fixed. Both choices enter the neutrality condition, and both change the predicted dependence on oxygen pressure. An interstitial proton and a hydrogen atom on an oxygen site each donate one electron, so counting charge alone cannot tell them apart. They differ in how much oxygen is exchanged when the donor forms. At fixed water pressure this difference gives oxygen-pressure exponents of $-1/8$ and $-3/8$.

### Gas reservoirs

Let $P_{\mathrm{O_2}}$ and $P_{\mathrm{H_2O}}$ be partial pressures at temperature $T$, and let $P_0=1$ bar. Define the dimensionless pressures $p=P_{\mathrm{O_2}}/P_0$ and $w=P_{\mathrm{H_2O}}/P_0$. The oxygen pressure is set independently of the water pressure, for example by mixing gases. With ideal gases, and with standard O$_2$ and standard H$_2$O at temperature $T$ taken as the two zeros of chemical potential,

$$
\mu_{\mathrm{O_2}}=kT\ln p,\qquad \mu_{\mathrm{H_2O}}=kT\ln w. \tag{1}
$$

Two zeros may be chosen freely because two elements, oxygen and hydrogen, are exchanged. An O$_2$ molecule contains two oxygen atoms, and a water molecule contains two hydrogen atoms and one oxygen atom. Equilibrium therefore requires $2\mu_{\mathrm O}=\mu_{\mathrm{O_2}}$ and $2\mu_{\mathrm H}+\mu_{\mathrm O}=\mu_{\mathrm{H_2O}}$. Solving the first relation and then the second gives

$$
\mu_{\mathrm O}=\tfrac12 kT\ln p, \tag{2}
$$

$$
\mu_{\mathrm H}=\tfrac12\left(\mu_{\mathrm{H_2O}}-\mu_{\mathrm O}\right)
=\tfrac12kT\ln w-\tfrac14kT\ln p. \tag{3}
$$

The minus sign in (3) has a direct meaning. At fixed water pressure, removing oxygen from the gas makes hydrogen more available, because the equilibrium between water and its elements must be maintained.

### What each donor exchanges

An interstitial proton, written $\mathrm H_i^+$, is a hydrogen atom that has given its electron to the conduction band. The balanced reaction is

$$
\tfrac12\mathrm{H_2O}\rightleftharpoons
\mathrm H_i^+ + e^-+\tfrac14\mathrm{O_2}. \tag{4}
$$

Both sides contain one hydrogen atom and half an oxygen atom, and both are neutral.

Hydrogen on an oxygen site, written $\mathrm H_{\mathrm O}^+$, is a hydride ion H$^-$ in place of an oxide ion O$^{2-}$. Its charge relative to the filled lattice is $-1-(-2)=+1$. When the oxide ion leaves as a neutral atom, it leaves two electrons behind. The incoming hydrogen atom takes one of them to become H$^-$, and the other enters the conduction band. With $\mathrm O_{\mathrm O}$ denoting an oxide ion on its own site,

$$
\tfrac12\mathrm{H_2O}+\mathrm O_{\mathrm O}\rightleftharpoons
\mathrm H_{\mathrm O}^+ + e^-+\tfrac34\mathrm{O_2}. \tag{5}
$$

The left side has $\tfrac12+1=\tfrac32$ oxygen atoms, and so does the right side, since $2\times\tfrac34=\tfrac32$. Compared with (4), the second reaction releases an additional half molecule of O$_2$: the atom displaced from the lattice.

In an amorphous oxide there is no periodic set of oxygen sites. Here an oxygen site means a metal-coordinated position that an oxide ion would otherwise occupy. One effective formation free energy $G$ is used for each type of donor at first, defined so that $e^{-G/kT}$ equals the average of this factor over the sites; a spread of energies is considered in Section 2.

### Free energy and defect densities

Let $c_j$ be the density of donor $j$, $q_j$ its charge in units of the elementary charge $e$, and $N$ the density of available sites, taken equal for all donor types. Let $G_j$ be its formation free energy, with the gas references of (1) and the released electrons at the conduction-band edge $E_c$. It includes vibrations but excludes the entropy of choosing sites. Exchange with the gas changes the cost per defect to

$$
g_i=G_i-\mu_{\mathrm H},\qquad
g_{\mathrm O}=G_{\mathrm O}+\mu_{\mathrm O}-\mu_{\mathrm H}. \tag{6}
$$

A hydrogen atom taken from the reservoir contributes $-\mu_{\mathrm H}$, and an oxygen atom returned to it contributes $+\mu_{\mathrm O}$.

Distributing defects independently over their sites gives the usual two-state mixing entropy. If $F_e(n)$ is the free-energy density of $n$ conduction electrons per volume, measured from $E_c$, the grand potential per volume is

$$
\omega=\sum_j\left\{c_jg_j+kT\left[c_j\ln\frac{c_j}{N}
+(N-c_j)\ln\left(1-\frac{c_j}{N}\right)\right]\right\}+F_e(n). \tag{7}
$$

Charge neutrality fixes $n=\sum_jq_jc_j$ when holes and other charges are negligible. The electrons are therefore not independent variables in the minimisation. Define $\eta=(E_F-E_c)/kT$, where $E_F$ is the Fermi level, so that $\partial F_e/\partial n=kT\eta$. The derivative of the bracket in (7) is

$$
\ln\frac{c_j}{N}+1-\ln\frac{N-c_j}{N}-1
=\ln\frac{c_j}{N-c_j}.
$$

Since $\partial n/\partial c_j=q_j$, setting $\partial\omega/\partial c_j=0$ gives

$$
g_j+kT\ln\frac{c_j}{N-c_j}+q_jkT\eta=0. \tag{8}
$$

This stationary point is a minimum, because the mixing term and the free energy of a non-interacting electron gas are both convex. For dilute defects, $c_j\ll N$, and (8) becomes

$$
c_j=N\exp\left(-\frac{g_j}{kT}-q_j\eta\right). \tag{9}
$$

Raising the Fermi level suppresses positive donors, because their electrons must be placed at a higher energy.

For a parabolic band of effective mass $m^*$ and a non-degenerate electron gas, the occupation of a state of wavevector $\mathbf k$ is its Boltzmann value. Including two spin states,

$$
\begin{aligned}
n&=2e^\eta\int\frac{d^3k}{(2\pi)^3}
\exp\left(-\frac{\hbar^2k^2}{2m^*kT}\right)=N_ce^\eta,\\
N_c&=2\left(\frac{m^*kT}{2\pi\hbar^2}\right)^{3/2}.
\end{aligned} \tag{10}
$$

The last form follows from three equal Gaussian integrals. Thus $e^{-\eta}=N_c/n$, which can be substituted into (9).

### The two exponents

For the interstitial proton, (3), (6), (9) and (10) give

$$
\begin{aligned}
[\mathrm H_i]\,n
&=NN_c e^{-G_i/kT}e^{\mu_{\mathrm H}/kT}\\
&=NN_c e^{-G_i/kT}w^{1/2}p^{-1/4}
\equiv A p^{-1/4}.
\end{aligned} \tag{11}
$$

For hydrogen on oxygen sites, the exponential contains $\mu_{\mathrm H}-\mu_{\mathrm O}$. Its oxygen exponent is $-\tfrac14-\tfrac12=-\tfrac34$, so

$$
[\mathrm H_{\mathrm O}]\,n
=NN_ce^{-G_{\mathrm O}/kT}w^{1/2}p^{-3/4}
\equiv Bp^{-3/4}. \tag{12}
$$

These are the mass-action laws for (4) and (5). Brackets denote densities, and the charge labels have been omitted inside them.

If interstitial protons supply essentially all electrons, then $n=[\mathrm H_i]$. Equation (11) becomes $n^2=Ap^{-1/4}$, and hence

$$
n=A^{1/2}p^{-1/8}\propto w^{1/4}p^{-1/8}. \tag{13}
$$

If hydrogen on oxygen sites dominates, $n=[\mathrm H_{\mathrm O}]$ and

$$
n=B^{1/2}p^{-3/8}\propto w^{1/4}p^{-3/8}. \tag{14}
$$

The square root comes from neutrality. Each new donor adds an electron, which raises $E_F$ and makes the next donor less favourable. In both cases this feedback halves the exponent of the product of donor and electron densities.

At fixed $w$ and $T$, a tenfold increase in oxygen pressure multiplies $n$ by $10^{-1/8}\simeq0.750$ for protons and by $10^{-3/8}\simeq0.422$ for hydrogen on oxygen sites. The water exponent is $1/4$ for both. Varying water pressure at fixed oxygen pressure therefore cannot identify the site within this model.

### Both donors together

When both donors matter, neutrality is $n=[\mathrm H_i]+[\mathrm H_{\mathrm O}]$. Multiplication by $n$, followed by (11) and (12), gives

$$
n^2=Ap^{-1/4}+Bp^{-3/4}. \tag{15}
$$

Let $f=[\mathrm H_{\mathrm O}]/n$ be the fraction of donors on oxygen sites. The two terms on the right of (15), divided by $n^2$, are $1-f$ and $f$. Differentiating the logarithm of (15) at fixed $w$ and $T$ therefore gives

$$
\begin{aligned}
2\frac{d\ln n}{d\ln p}
&=-\tfrac14(1-f)-\tfrac34f,\\
\frac{d\ln n}{d\ln p}
&=-\frac{1+2f}{8}.
\end{aligned} \tag{16}
$$

The limits $f=0$ and $f=1$ recover (13) and (14). Dividing (12) by (11) removes the electron density:

$$
\frac{[\mathrm H_{\mathrm O}]}{[\mathrm H_i]}
=\frac BA p^{-1/2}=\left(\frac{p_x}{p}\right)^{1/2},\qquad
p_x=\left(\frac BA\right)^2
=e^{2(G_i-G_{\mathrm O})/kT}. \tag{17}
$$

At the crossover pressure $p_x$ the two densities are equal and the slope is $-1/4$. Low oxygen pressure favours the oxygen site, because forming that donor expels a lattice oxygen atom. Equation (17) also gives

$$
f=\frac{1}{1+(p/p_x)^{1/2}}. \tag{18}
$$

For $f$ to fall from 0.9 to 0.1, $(p/p_x)^{1/2}$ must rise from $1/9$ to 9. The pressure then changes by a factor $81^2=6561$, nearly four decades. A measured slope between the two limits can therefore persist over a wide pressure range.

### What must be held fixed

Suppose instead that the H$_2$ pressure is fixed. Let $h=P_{\mathrm{H_2}}/P_0$, and let $\Delta_w>0$ be the free energy released when standard H$_2$ and half a standard O$_2$ form standard water. Equilibrium of $\mathrm{H_2}+\tfrac12\mathrm{O_2}\rightleftharpoons\mathrm{H_2O}$ gives

$$
w=h\,p^{1/2}e^{\Delta_w/kT}. \tag{19}
$$

At fixed $h$, the factor $w^{1/4}$ contributes $p^{1/8}$. The exponents in (13) and (14) become $-\tfrac18+\tfrac18=0$ and $-\tfrac38+\tfrac18=-\tfrac14$. Specifying only that the gas contains hydrogen is therefore insufficient. These fixed-H$_2$ exponents rest on dilute defects and non-degenerate electrons, which is a severe limit in practice. At 673 K, where $\Delta_w$ is about 2.2 eV, equal pressures of H$_2$ and H$_2$O correspond to an equilibrium oxygen pressure of only about $10^{-30}$ Torr. An oxide may then be strongly reduced, and the dilute laws can fail.

A closed film is different again. If its total hydrogen density is fixed, every hydrogen atom remains an ionised single donor, and other charged defects are negligible, then $n$ equals that density whatever the division between sites. Its oxygen exponent is zero.

Oxygen vacancies provide a further comparison. A doubly charged vacancy forms by $\mathrm O_{\mathrm O}\rightleftharpoons\mathrm V_{\mathrm O}^{2+}+2e^-+\tfrac12\mathrm O_2$. Its cost is $G_{\mathrm V}+\mu_{\mathrm O}$ and its charge is two, so (9) gives

$$
[\mathrm V_{\mathrm O}]n^2
=NN_c^2e^{-G_{\mathrm V}/kT}p^{-1/2}. \tag{20}
$$

If vacancies alone supply the electrons, $n=2[\mathrm V_{\mathrm O}]$. Then $n^3\propto p^{-1/2}$ and $n\propto p^{-1/6}$, without dependence on water pressure. Equation (16) gives the same local slope for mixed hydrogen donors when $f=1/6$. An oxygen slope near $-1/6$ does not by itself establish vacancy doping; within these ideal limits, the water exponent separates the cases.

## 2. Corrections and a film example

Here $n$ is the conduction-electron density, $p$ and $w$ are the oxygen and water pressures divided by 1 bar, and $\eta=(E_F-E_c)/kT$. The donors are interstitial protons $\mathrm H_i^+$ and hydrogen on oxygen sites $\mathrm H_{\mathrm O}^+$; the fraction on oxygen sites is $f$. For hydrogen donors alone, Section 1 gave $n^2=Ap^{-1/4}+Bp^{-3/4}$ and the slope $-(1+2f)/8$ at fixed water pressure. The amplitudes $A$ and $B$ contain the site density $N$, the band density $N_c$ and the formation free energies $G_i$ and $G_{\mathrm O}$.

### Degeneracy, vacancies and fixed charge

The relation $n=N_ce^\eta$ fails when conduction states are appreciably filled. For a parabolic band it becomes

$$
n=N_cF_{1/2}(\eta),\qquad
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty
\frac{x^{1/2}\,dx}{1+e^{x-\eta}}, \tag{21}
$$

where $x$ is electron energy above $E_c$ divided by $kT$. Define the degeneracy factor $\gamma=d\eta/d\ln n$. It is one in the non-degenerate limit.

Let $v=[\mathrm V_{\mathrm O}]$, and let $D$ be a fixed density of additional singly ionised donors. Neutrality reads

$$
n=D+[\mathrm H_i]+[\mathrm H_{\mathrm O}]+2v. \tag{22}
$$

Write $X=d\ln n/d\ln p$ at fixed $w$ and $T$. Equation (9) still holds for dilute defects when the electrons are degenerate. Since $d\eta/d\ln p=\gamma X$, its logarithmic derivatives are

$$
\begin{aligned}
\frac{d\ln[\mathrm H_i]}{d\ln p}&=-\tfrac14-\gamma X,\\
\frac{d\ln[\mathrm H_{\mathrm O}]}{d\ln p}&=-\tfrac34-\gamma X,\\
\frac{d\ln v}{d\ln p}&=-\tfrac12-2\gamma X.
\end{aligned} \tag{23}
$$

Differentiating (22), and using $dc/d\ln p=c\,d\ln c/d\ln p$, gives

$$
\begin{aligned}
nX={}&[\mathrm H_i]\left(-\tfrac14-\gamma X\right)
+[\mathrm H_{\mathrm O}]\left(-\tfrac34-\gamma X\right)\\
&+2v\left(-\tfrac12-2\gamma X\right).
\end{aligned}
$$

Moving the terms in $X$ to the left yields

$$
X=-\frac{[\mathrm H_i]/4+3[\mathrm H_{\mathrm O}]/4+v}
{n+\gamma\left([\mathrm H_i]+[\mathrm H_{\mathrm O}]+4v\right)}. \tag{24}
$$

The factor four for vacancies is the square of their charge: one factor of two comes from the electrons they supply and the other from their response to the Fermi level. Fixed donors contribute to $n$ but not to the numerator, so they weaken the pressure dependence.

For one hydrogen donor type alone, (24) becomes $X=-s/(1+\gamma)$, with $s=1/4$ for protons and $s=3/4$ for hydrogen on oxygen sites. At small filling, expansion of (21) gives $n/N_c=e^\eta-e^{2\eta}/\sqrt8+\cdots$. Taking the logarithm and inverting to first order gives

$$
\eta=\ln\frac n{N_c}+\frac{n}{\sqrt8N_c}+\cdots,\qquad
\gamma=1+\frac{n}{\sqrt8N_c}+\cdots. \tag{25}
$$

In the opposite limit $n\propto\eta^{3/2}$, so $\gamma=2\eta/3$ and the exponent decreases in magnitude as $\eta$ grows. For example, a proton-doped state with $n=5.75\times10^{19}$ cm$^{-3}$ and $\gamma=2.324$ has $X=-0.25/3.324=-0.0752$, well below $1/8$ in magnitude. This value belongs to 673 K and $m^*=0.30$ electron masses, and it neglects interactions, which are not small at such a density. For a relative permittivity of 10, a zero-temperature estimate of electron exchange alone moves it to about $-0.083$.

At fixed water pressure, the ideal oxygen exponents are $-1/8$ for interstitial protons and $-3/8$ for hydrogen on oxygen sites, with intermediate slopes when both contribute; degeneracy, vacancies and fixed donors modify these slopes. What remains is to estimate the Coulomb correction, work through a numerical humid anneal, and examine what a measured exponent can show about a real film.
